# How Biaxial Strain Splits the Optical Phonon of Silicon

**Q.** A silicon film is stretched equally along $x$ and $y$, two cube edges, and is free along $z$. I accept that its optical phonon shifts. Why should one line become two, and what sets their spacing?

**A.** Start with what moves. At the zone centre every primitive cell does the same thing, so only the displacement $\mathbf u=\mathbf u_B-\mathbf u_A$ of one sublattice relative to the other costs energy. Let $E(\mathbf u)$ be the energy per two-atom cell and $m$ the atomic mass. Then

$$m\ddot{\mathbf u}_B=-\frac{\partial E}{\partial\mathbf u},\qquad m\ddot{\mathbf u}_A=+\frac{\partial E}{\partial\mathbf u}\quad\Rightarrow\quad \ddot{\mathbf u}=-\frac2m\frac{\partial E}{\partial\mathbf u}.$$

For small vibrations about equilibrium, $\omega^2$ is an eigenvalue of $(2/m)H_{ij}$, with $H_{ij}=\partial^2E/\partial u_i\partial u_j$. In the unstrained crystal, cubic symmetry makes this matrix $\omega_0^2\delta_{ij}$: three equal frequencies. Silicon is nonpolar, so no long-range electric field separates them.

**Q.** Strain has six components and your matrix has six as well. That could mean 36 coefficients.

**A.** Symmetry removes most of them. Let the strain carry a point $\mathbf R$ to $(1+e)\mathbf R$, with $e$ symmetric, and let $\mathbf u$ relax to its new equilibrium. To first order,

$$\frac2mH_{ij}=\omega_0^2\delta_{ij}+\sum_{kl}K_{ijkl}e_{kl}.$$

Each atom has tetrahedral site symmetry. A twofold rotation about $z$ reverses $x$ and $y$, so a nonzero $K_{ijkl}$ must contain $x$ and $y$ an even number of times in total. The rotations about $x$ and $y$ give the matching conditions. With four indices, each letter must therefore occur an even number of times. The threefold axes and diagonal mirrors permute the letters, which leaves

$$K_{xxxx}=p,\qquad K_{xxyy}=q,\qquad K_{xyxy}=r,$$

and their permuted partners. An average over the 24 site operations confirms the count of three. Hence

$$\frac2mH_{xx}=\omega_0^2+p\,e_{xx}+q(e_{yy}+e_{zz}),\qquad \frac2mH_{xy}=2r\,e_{xy}.$$

The 2 arises because $e_{xy}$ and $e_{yx}$ both enter the sum. Here $p,q,r$ are squared frequencies.

**Q.** You let $\mathbf u$ relax. Could the film's own strain push the sublattices apart and spoil the formula?

**A.** Not for this strain. With $e_{xx}=e_{yy}=e_\parallel$, $e_{zz}=e_\perp$ and no shear, the twofold axis along $z$ survives and forbids $u_x$ and $u_y$. The fourfold rotation-reflection $x\to y,\ y\to-x,\ z\to-z$ also survives and forbids $u_z$. The same operations give $H_{xz}=H_{yz}=0$, $H_{xy}=-H_{xy}=0$ and $H_{xx}=H_{yy}$. The modes are thus a singlet along $z$ and a doublet in the plane:

$$\omega_s^2=\omega_0^2+p\,e_\perp+2q\,e_\parallel,$$
$$\omega_d^2=\omega_0^2+p\,e_\parallel+q(e_\parallel+e_\perp).$$

Subtract the first from the second. The $e_\parallel$ terms give $p+q-2q=p-q$, and the $e_\perp$ terms give $q-p$:

$$\boxed{\omega_d^2-\omega_s^2=(p-q)(e_\parallel-e_\perp)}.$$

The degeneracy pattern follows from symmetry at finite strain too; the formula for the spacing is first order in strain. Equal strain in all directions gives no splitting.

**Q.** Suppose the in-plane strains differ, or there is shear?

**A.** If $e_{xx}\ne e_{yy}$, the doublet itself opens by

$$\omega_x^2-\omega_y^2=(p-q)(e_{xx}-e_{yy}).$$

If instead a shear $e_{xy}$ is added to equal in-plane strains, the in-plane block has equal diagonals and off-diagonal element $2re_{xy}$. Its levels move by $\pm2re_{xy}$, a separation of $4|re_{xy}|$. Shear also displaces the sublattices, and $r$ includes that relaxation.

I tested the full linear matrix on a bond model under a general strain with shear. Halving the strain reduced the error of the matrix by a factor of 3.994, close to the 4 expected if the neglected terms are quadratic.

**Q.** So far $p-q$ is a label. What in the crystal produces it?

**A.** Take that bond model: nearest-neighbour bonds of length $r_0$ with energy $V(r)$, plus an angle energy. First the bonds alone. For unit bond vectors $\mathbf n$,

$$H_{ij}=\sum_{\rm bonds}\left[V''n_in_j+\frac{V'}{r}(\delta_{ij}-n_in_j)\right].$$

Without strain $V'=0$, and $n_x^2=1/3$ for each of the four bonds. Writing $k=V''(r_0)$, we get $H_{xx}=4k/3$. Now apply $e_{xx}=e$ alone. Every bond lengthens by $r_0e/3$, so to first order

$$V''=k+\frac{V'''r_0e}{3},\qquad \frac{V'}r=\frac{ke}{3},$$
$$n_x^2=\frac13\,\frac{1+2e}{1+2e/3}=\frac13+\frac{4e}{9},\qquad n_y^2=\frac13-\frac{2e}{9}.$$

The slopes of the curvatures are

$$\frac{dH_{xx}}{de}=4\left[\frac{V'''r_0}{9}+\frac{4k}{9}+\frac{2k}{9}\right],\qquad
\frac{dH_{yy}}{de}=4\left[\frac{V'''r_0}{9}-\frac{2k}{9}+\frac{2k}{9}\right].$$

Dividing by $4k/3$ gives $V'''r_0/(3k)+2$ and $V'''r_0/(3k)$. For a Morse bond, $V=D(1-e^{-\alpha(r-r_0)})^2=D[\alpha^2(r-r_0)^2-\alpha^3(r-r_0)^3+\dots]$, so $k=2D\alpha^2$ and $V'''=-6D\alpha^3=-3\alpha k$. Bonds alone therefore give $p/\omega_0^2=2-\alpha r_0$ and $q/\omega_0^2=-\alpha r_0$.

The anharmonic term cancels from $p-q$, because this strain stretches all four bonds equally. The remaining 2 comes from the rotation of the bonds towards $x$.

**Q.** Silicon resists bending of its bond angles. You cannot leave that out.

**A.** Add $K\sum(\cos\theta+1/3)^2$ over the six bond pairs, with $K$ covering both atoms of the cell. Set $r_0=1$ and move $\mathbf u$ along $z$. With $g=\cos\theta+1/3$, which vanishes without strain,

$$\frac{H_{zz}}{2K}=\sum_{\rm pairs}\left[g_u^2+g\,g_{uu}\right],$$

where subscripts denote derivatives in $u$. The strained bonds are $(a,b,c)$, $(a,-b,-c)$, $(-a,b,-c)$ and $(-a,-b,c)$, with $a^2=b^2=c^2=1/3$ before strain.

Two pairs share the sign of their $z$ component. For them, with $S=a^2+b^2$ and $w=c\pm u$,

$$\cos\theta=1-\frac{2S}{w^2+S},\qquad g_u=\pm\frac{4Sw}{(w^2+S)^2},$$
$$g_{uu}=\frac{4S}{(w^2+S)^2}-\frac{16Sw^2}{(w^2+S)^3}.$$

Before strain, $g_u^2=64/27$ and $g_{uu}=8/3-32/9=-8/9$.

For the other four pairs the $z$ components are $c+u$ and $-c+u$. Both the scalar product of the bonds and the product of their lengths are then even in $u$, so $g_u=0$, with or without strain. Before strain,

$$\cos\theta=\frac{-1/3+u^2}{\sqrt{(1+u^2)^2-4u^2/3}}\simeq\left(-\frac13+u^2\right)\left(1-\frac{u^2}{3}\right)\simeq-\frac13+\frac{10}{9}u^2,$$

which gives $g_{uu}=20/9$. The unstrained sum is $2\times64/27=128/27$.

**Q.** And its change with strain?

**A.** Two ingredients are needed. First, the relative change of $g_u$ is $\delta S/S+\delta w/w-2\,\delta(w^2+S)/(w^2+S)$. For $e_{zz}=e$ this is $0+e-4e/3$; for $e_{xx}=e$ it is $e+0-4e/3$. Both equal $-e/3$, so $g_u^2$ changes by $-2e/3$ relative to itself.

Second, the angles change. Differentiating $1-2S/(w^2+S)$ shows that $\cos\theta$ of a pair sharing the sign of one component rises by $8e/9$ for strain along that axis, and by $-4e/9$ for strain along either other axis. Cubic symmetry extends this to the pairs sharing $x$ or $y$ signs; there are two pairs per axis. The slopes of the sum are then

$$e_{zz}:\quad -\frac23\cdot\frac{128}{27}+2\cdot\frac89\left(-\frac89\right)+4\left(-\frac49\right)\frac{20}{9}=-\frac{704}{81},$$
$$e_{xx}:\quad -\frac23\cdot\frac{128}{27}+2\left(-\frac49\right)\left(-\frac89\right)+2\left(\frac89-\frac49\right)\frac{20}{9}=-\frac{32}{81}.$$

Divided by $128/27$, they are $-11/6$ and $-1/12$. If angular forces supply a share $\eta$ of $\omega_0^2$ (called $x$ in the numerical output), the weighted contributions are

$$\frac p{\omega_0^2}=(1-\eta)(2-\alpha r_0)-\frac{11\eta}{6},\qquad
\frac q{\omega_0^2}=-(1-\eta)\alpha r_0-\frac{\eta}{12},$$
$$\frac{p-q}{\omega_0^2}=2-\frac{15}{4}\eta.$$

In this model, bond rotation puts the doublet above the singlet under in-plane tension, and angular forces oppose it. The order reverses beyond $\eta=8/15$. Numerical derivatives of the model energy at $\eta=0$, 0.4 and 0.7 gave 2.0000, 0.5000 and $-0.6250$, as the last formula requires. The opposition depends on how the angle energy is written. Keating's form $(\mathbf b_i\cdot\mathbf b_j+r_0^2/3)^2$, built on bond vectors $\mathbf b$ rather than on $\cos\theta$, together with a bond term $(b^2-r_0^2)^2$, gives $(p-q)/\omega_0^2=2$ at any angular share. The Stillinger–Weber potential, whose angle term also depends on bond length, gives about $-0.4$ at $\eta\approx0.25$. The formula above is therefore a property of this one model, not an established cause of the splitting in silicon.

**Q.** Give me a film an engineer would recognise.

**A.** Take 15 nm of silicon under 1% tension, as might be grown on relaxed silicon-germanium, near 300 K. At this strain the equilibrium limit for a dislocation-free film is roughly 10 nm, so a fully strained 15 nm film is metastable. I use rough silicon-like values $\omega_0=520$ cm$^{-1}$, $C_{11}=166$ GPa and $C_{12}=64$ GPa. The bond model with $\eta=0.4$ and $\alpha r_0=3.8$ gives $p/\omega_0^2=-1.813$ and $q/\omega_0^2=-2.313$, also in the silicon regime. With two adjustable parameters for two coefficients, this closeness does not show that the model's balance of bond rotation and angular forces is the one in real silicon.

The free surface carries no normal stress:

$$0=C_{11}e_\perp+2C_{12}e_\parallel\quad\Rightarrow\quad e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel=-0.771\%.$$

The in-plane stress is

$$\sigma=(C_{11}+C_{12})e_\parallel+C_{12}e_\perp=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_\parallel=1.81\ {\rm GPa}.$$

The relative changes of squared frequency are

$$\text{singlet: }(-1.813)(-0.00771)+2(-2.313)(0.01)=-0.0323,$$
$$\text{doublet: }(-1.813)(0.01)+(-2.313)(0.00229)=-0.0234.$$

Their difference is $0.500\times0.01771=0.00886$. Since $\omega^2-\omega_0^2=(\omega-\omega_0)(\omega+\omega_0)$, small shifts obey $\omega-\omega_0\simeq(\omega^2-\omega_0^2)/(2\omega_0)$. The singlet moves by $-8.39$ cm$^{-1}$ and the doublet by $-6.09$ cm$^{-1}$, so the splitting is 2.30 cm$^{-1}$. Both lines soften, the singlet more. Under 1% compression all these linear shifts change sign and the doublet lies lower.

**Q.** What if I press on a wafer along $z$ instead of stretching it in the plane?

**A.** Subtracting Hooke's law for two axes gives $\sigma_{xx}-\sigma_{zz}=(C_{11}-C_{12})(e_\parallel-e_\perp)$. Therefore

$$\omega_d^2-\omega_s^2=\frac{p-q}{C_{11}-C_{12}}(\sigma_{xx}-\sigma_{zz}).$$

Compression of 1.81 GPa along $z$, with free sides, has the same stress difference as our film and gives the same linear splitting. The mean shift differs, because the volume now shrinks instead of growing.

**Q.** Then I should see two Raman lines.

**A.** Not in ideal backscattering along $z$. The Raman tensor $R_{ijk}$ is the change of polarizability component $ij$ with $u_k$. For a doublet mode and in-plane polarizations, all three indices are $x$ or $y$. The twofold axis reverses each of them, so $R_{ijk}=-R_{ijk}=0$. For the singlet, $R_{xyz}$ is allowed, and crossed polarizations along the cube edges show it. Oblique light polarized in its plane of incidence has a field component along $z$, and components such as $R_{yzx}$ can then reveal the doublet. Refraction limits this: with an index $n$ near 4, the $z$ component carries only $\sin^2\theta/n^2$ of the squared field inside the silicon, about 6% at most, so the doublet remains weak.

A normal-incidence spectrum thus gives strain through the singlet. Inserting $e_\perp$ into its shift,

$$\omega_s-\omega_0=\omega_0\left(\frac q{\omega_0^2}-\frac p{\omega_0^2}\frac{C_{12}}{C_{11}}\right)e_\parallel=(-839\ {\rm cm}^{-1})\,e_\parallel,$$

or $-4.65$ cm$^{-1}$/GPa. It does not measure $p-q$.

**Q.** Is 1% still small enough for a linear law?

**A.** For the singlet, nearly; for the splitting, less so. Diagonalizing the full bond model with $e_\parallel$ and $e_\perp$ held at the values above gives shifts of $-8.33$ and $-6.20$ cm$^{-1}$. The splitting is 2.13 cm$^{-1}$, which is 0.18 cm$^{-1}$ or about 8% below the linear value. The square root is not responsible: keeping it in the linear law gives $-8.46$ and $-6.13$ cm$^{-1}$, a slightly larger splitting. The reduction comes from terms quadratic in strain. Its size belongs to this model and need not be that of silicon.

**Q.** And a real film, with a laser on it and dislocations beneath?

**A.** The frequency, elastic constants and strain coefficients are near typical silicon values, but the bond model is no substitute for silicon: its own $C_{12}/C_{11}$ is 0.250, against 0.386 for the inputs, which is why I did not take the elasticity from it. Several departures from the ideal film shift the lines; their sizes depend on the amounts assumed here. Take loss of strain first. If dislocations relax 10% of it, the singlet moves back up by 0.84 cm$^{-1}$ and the linear splitting falls by 10%.

Heating by 20 K, at a rough $-0.02$ cm$^{-1}$/K, shifts the line by $-0.40$ cm$^{-1}$ and would be misread as 0.048% extra tensile strain. Taken as common to both lines, it leaves the splitting alone.

Confinement is smaller. I estimate it by placing the lowest standing wave, of wavevector $\pi/(15\ {\rm nm})$, on branches that fall as $\sin^2$ by roughly 110 cm$^{-1}$ (singlet) and 60 cm$^{-1}$ (doublet) at the zone edge. The shifts are $-0.09$ and $-0.05$ cm$^{-1}$. For the singlet this is an overestimate: its longitudinal branch reaches the zone edge with a finite slope, unlike a $\sin^2$, and is flatter near the zone centre. The form $\omega^2=A+B\cos(ka/4)$, with $k$ the wavevector, $a$ the cubic lattice constant and the same end frequencies, gives about $-0.04$ cm$^{-1}$. Both estimates are rough, but either way confinement matters little here. Finally, a rough linewidth of 3 cm$^{-1}$ exceeds the splitting, whose ratio to it is 0.77, so even a geometry that admits both modes may show overlapping lines.

**Q.** If I compute $p$ and $q$ from first principles, where must I be careful?

**A.** Strain the two-atom cell along $x$ alone, by equal positive and negative amounts. Displace one sublattice along $x$ and then along $y$, and take the energy curvatures with respect to Cartesian displacement. A fixed step in fractional coordinates grows with the strain and multiplies the $x$ curvature by $(1+e)^2$, which adds $2\omega_0^2$ to $p$ and would turn our $(p-q)/\omega_0^2=0.5$ into 2.5. Their strain slopes, multiplied by $2/m$, are $p$ and $q$. The three twofold axes survive this strain, so no internal relaxation is needed.

Converge $p-q$ itself, not just each coefficient. With our values, a 5% error in $p$ at fixed $q$ is $0.05\times1.813=0.091$, which is 18% of the difference 0.500. The strain step needs the same check: in the bond model, halving it from $10^{-4}$ changed $(p-q)/\omega_0^2$ by $-6\times10^{-8}$. An electronic-structure calculation must also vary its basis cutoff and Brillouin-zone mesh, which the bond model does not have. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
independent strain constants by symmetry: 3
(p-q)/w0^2 at angular share x=0.0: 2.0000
(p-q)/w0^2 at angular share x=0.4: 0.5000
(p-q)/w0^2 at angular share x=0.7: -0.6250
example model: x = 0.4, alpha*r0 = 3.8
p/w0^2 = -1.8133
q/w0^2 = -2.3133
r/w0^2 = -0.7480
(p-q)/w0^2 = 0.5000
shift of (p-q)/w0^2 on halving strain step: -6.4e-08
linear-law error ratio on halving general strain: 3.994
C12/C11: bond model 0.250, silicon-like input 0.386
input w0 = 520 cm^-1; C11 = 166 GPa; C12 = 64 GPa
in-plane strain = 1.000 %
perpendicular strain = -0.771 %
strain difference = 1.771 %
in-plane stress = 1.807 GPa
singlet (w^2-w0^2)/w0^2 = -0.03228
doublet (w^2-w0^2)/w0^2 = -0.02343
squared-frequency splitting / w0^2 = 0.00886
squared-frequency splitting = 2395 cm^-2
singlet shift, linear = -8.394 cm^-1
doublet shift, linear = -6.092 cm^-1
splitting, linear = 2.302 cm^-1
singlet shift per unit strain = -839.4 cm^-1
singlet shift per stress = -4.646 cm^-1/GPa
singlet shift with square root kept = -8.463 cm^-1
doublet shift with square root kept = -6.128 cm^-1
singlet shift, full bond model = -8.328 cm^-1
doublet shift, full bond model = -6.202 cm^-1
splitting, full bond model = 2.126 cm^-1
full minus linear splitting = -0.176 cm^-1
input heating = 20 K; slope = -0.02 cm^-1/K
heating shift = -0.40 cm^-1
false strain from heating = 0.048 %
input film thickness = 15 nm; lattice = 0.543 nm
input branch drops: LO 110, TO 60 cm^-1
confinement shift of singlet = -0.089 cm^-1
confinement shift of doublet = -0.048 cm^-1
singlet change if 10% of strain relaxes = 0.839 cm^-1
input linewidth = 3.0 cm^-1
splitting / linewidth = 0.77
splitting error from 5% error in p = 18.1 %
```
